**Core-hole relaxation in N2 and O2: localised against symmetry-adapted holes**

To leading order the relaxation energy R of a core hole is a quadratic form in the hole density matrix, so a hole shared by atoms A and B relaxes by (R_AA + R_AB)/2, while a hole on A relaxes by R_AA. Here R is the frozen-orbital energy minus the relaxed energy, R_AB is the interatomic response term, g and u are the even and odd core orbitals, and q is the charge removed. The program asserts that frozen binding energies agree with Fock expectation values, that the response formula agrees with fractional-hole self-consistent energies within stated tolerances, and that for distant N atoms a g hole relaxes by twice the amount of a half hole on one atom. It also asserts that the matrix-element formula for non-orthogonal determinants agrees with an explicit determinant expansion for a small hydrogen system. The output gives relaxation energies of 7.50 eV (g hole) and 17.31 eV (hole on A) for N2, and 9.21 eV and 21.24 eV for O2. The delocalised binding energies are higher than the localised ones by 9.86 eV in N2 and 12.05 eV in O2. Combining the two localised determinants of N2 restores the symmetry and gives 409.43 eV for the g state, 9.84 eV below the single symmetric determinant.

## Numerical verification

```python
"""Core holes in N2 and O2: why a symmetry-adapted hole relaxes too little.

Result under test: the relaxation energy R of a core hole is, to leading order,
a quadratic form in the hole density matrix. A hole spread over atoms A and B
therefore relaxes by (R_AA + R_AB)/2, whereas a hole on A relaxes by R_AA.
Symbols: g, u = even and odd core orbitals; A, B = (g +- u)/sqrt(2);
q = charge removed from one core spin orbital (always the second spin channel);
R = E(frozen orbitals) - E(relaxed orbitals), positive.
All energies are nonrelativistic unrestricted Hartree-Fock at fixed nuclei.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo, fci

EV = physical_constants['Hartree energy in eV'][0]


def build(element, spin, bond, basis_name):
    """Integrals and inversion matrix in an uncontracted basis up to d."""
    primitives = sorted({(shell[0], p[0])
                         for shell in gto.basis.load(basis_name, element)
                         for p in shell[1:] if shell[0] <= 2})
    basis = {element: [[l, [e, 1.0]] for l, e in primitives]}
    mol = gto.M(atom=[[element, (0, 0, -bond / 2)], [element, (0, 0, bond / 2)]],
                basis=basis, spin=spin, verbose=0)
    signs = []
    for shell in range(mol.nbas // 2):
        l = mol.bas_angular(shell)
        signs += [(-1.0) ** l] * (2 * l + 1)
    half = len(signs)
    inversion = np.zeros((2 * half, 2 * half))
    inversion[:half, half:] = np.diag(signs)
    inversion[half:, :half] = np.diag(signs)
    overlap = mol.intor('int1e_ovlp')
    w, v = np.linalg.eigh(overlap)
    return SimpleNamespace(
        mol=mol, S=overlap, X=v / np.sqrt(w), P=inversion, half=half,
        h=mol.intor('int1e_kin') + mol.intor('int1e_nuc'),
        eri=mol.intor('int2e', aosym='s8'), enuc=mol.energy_nuc(),
        nelec=mol.nelec)


def fock_energy(s, dm):
    vj, vk = scf.hf.dot_eri_dm(s.eri, dm, hermi=1)
    f = s.h + vj[0] + vj[1] - vk
    return f, s.enuc + 0.5 * np.einsum('sij,sji->', dm, s.h + f)


def extrapolate(focks, errors):
    """Direct inversion in the iterative subspace, with scaled error vectors."""
    e = np.array([x.ravel() for x in errors])
    scale = 1 / np.linalg.norm(e, axis=1)
    e = e * scale[:, None]
    x = scale * np.linalg.lstsq(e @ e.T, scale, rcond=1e-14)[0]
    return np.einsum('k,ksij->sij', x / x.sum(), np.array(focks))


def solve(s, dm, hole=None, q=0.0, symmetric=False):
    """Self-consistent field; the hole follows the orbital most like `hole`."""
    focks, errors, c, index = [], [], None, None
    for _ in range(100):
        f, energy = fock_energy(s, dm)
        if symmetric:
            f = 0.5 * (f + s.P @ f @ s.P)
        err = s.X.T @ (f @ dm @ s.S - s.S @ dm @ f) @ s.X
        if c is not None and abs(err).max() < 2e-6:
            return SimpleNamespace(e=energy, c=c, dm=dm, f=f, index=index)
        focks, errors = (focks + [f])[-8:], (errors + [err])[-8:]
        eps, v = np.linalg.eigh(s.X.T @ extrapolate(focks, errors) @ s.X)
        c = s.X @ v
        occ = np.zeros(eps.shape)
        for spin in (0, 1):
            occ[spin, :s.nelec[spin]] = 1
        if hole is not None:
            index = int(np.argmax(abs(hole @ s.S @ c[1][:, :s.nelec[1]])))
            occ[1, index] -= q
        dm = np.einsum('sip,sp,sjp->sij', c, occ, c)
    raise RuntimeError('self-consistent field did not converge')


def ground_state(s):
    guess = scf.hf.init_guess_by_minao(s.mol)
    return solve(s, np.array([guess, guess]) / 2, symmetric=True)


def population_left(s, orbital):
    return orbital[:s.half] @ (s.S @ orbital)[:s.half]


def core_orbitals(s, ground):
    pair = ground.c[1][:, :2]
    _, v = np.linalg.eigh(pair.T @ s.S @ s.P @ pair)
    u, g = (pair @ v).T
    if population_left(s, (g + u) / np.sqrt(2)) < 0.5:
        u = -u
    return g, u, (g + u) / np.sqrt(2), (g - u) / np.sqrt(2)


def make_hole(s, ground, orbital, q=1.0, symmetric=False):
    frozen_dm = ground.dm.copy()
    frozen_dm[1] -= q * np.outer(orbital, orbital)
    e_frozen = fock_energy(s, frozen_dm)[1]
    state = solve(s, frozen_dm, orbital, q, symmetric)
    return SimpleNamespace(frozen=(e_frozen - ground.e) * EV,
                           scf=(state.e - ground.e) * EV,
                           R=(e_frozen - state.e) * EV,
                           state=state, frozen_dm=frozen_dm)


def coupling(h, eri, S, left, right):
    """Overlap and electronic Hamiltonian element of two determinants."""
    ovl, d = 1.0, []
    for a, b in zip(left, right):
        m = a.T @ S @ b
        ovl *= np.linalg.det(m)
        d.append(b @ np.linalg.inv(m) @ a.T)
    d = np.array(d)
    vj, vk = scf.hf.dot_eri_dm(eri, d, hermi=0)
    return ovl, ovl * np.einsum('sij,sji->', d, h + 0.5 * (vj[0] + vj[1] - vk))


def check_coupling():
    """Compare `coupling` with an explicit expansion in all determinants."""
    mol = gto.M(atom='H 0 0 0; H 0 0 1; H 0 1.2 0; H 1 0 0.5',
                basis='sto-3g', verbose=0)
    S, eri = mol.intor('int1e_ovlp'), mol.intor('int2e', aosym='s8')
    h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    w, v = np.linalg.eigh(S)
    X, rng, nelec = v / np.sqrt(w), np.random.default_rng(3), (2, 1)
    dets, vectors = [], []
    for _ in range(2):
        cols = [np.linalg.qr(rng.normal(size=(4, 4)))[0][:, :n] for n in nelec]
        dets.append([X @ c for c in cols])
        minors = [np.array([np.linalg.det(c[list(o)]) for o in
                            fci.cistring.gen_occslst(range(4), n)])
                  for c, n in zip(cols, nelec)]
        vectors.append(np.outer(*minors))
    h2 = fci.direct_spin1.absorb_h1e(X.T @ h @ X, ao2mo.kernel(eri, X),
                                     4, nelec, 0.5)
    h_vec = fci.direct_spin1.contract_2e(h2, vectors[1], 4, nelec)
    ovl, ham = coupling(h, eri, S, *dets)
    assert abs(ovl - np.sum(vectors[0] * vectors[1])) < 1e-9
    assert abs(ham - np.sum(vectors[0] * h_vec)) < 1e-8


check_coupling()


def compare(name, s, bond):
    """Localised against delocalised hole for one molecule."""
    ground = ground_state(s)
    g, u, A, B = core_orbitals(s, ground)
    hg = make_hole(s, ground, g, symmetric=True)
    hA = make_hole(s, ground, A)
    frozen_u = -(u @ ground.f[1] @ u) * EV
    # Frozen energies from full density matrices against Fock expectation values
    assert abs(hg.frozen + (g @ ground.f[1] @ g) * EV) < 1e-4
    assert abs(hA.frozen - 0.5 * (hg.frozen + frozen_u)) < 1e-3
    final_hole = hA.state.c[1][:, hA.state.index]
    assert population_left(s, final_hole) > 0.98
    assert abs(hg.frozen - hA.frozen) < 0.3
    assert 0.36 < hg.R / hA.R < 0.53
    assert 6 < hg.scf - hA.scf < 15
    print(f'{name}: bond length {bond:.2f} Angstrom, {2 * s.half} basis functions')
    print(f'{name}: ground-state energy {ground.e:.5f} hartree')
    print(f'{name}: frozen binding energy, g hole {hg.frozen:.2f} eV')
    print(f'{name}: frozen binding energy, u hole {frozen_u:.2f} eV')
    print(f'{name}: frozen binding energy, hole on A {hA.frozen:.2f} eV')
    print(f'{name}: Delta-SCF binding energy, g hole {hg.scf:.2f} eV')
    print(f'{name}: Delta-SCF binding energy, hole on A {hA.scf:.2f} eV')
    print(f'{name}: relaxation, g hole {hg.R:.2f} eV')
    print(f'{name}: relaxation, hole on A {hA.R:.2f} eV')
    print(f'{name}: relaxation ratio g/A {hg.R / hA.R:.3f}')
    print(f'{name}: delocalised minus localised {hg.scf - hA.scf:.2f} eV')
    return ground, (g, u, A, B), hg, hA


n2 = build('N', 0, 1.10, 'cc-pvtz')
ground, (g, u, A, B), hg, hA = compare('N2', n2, 1.10)
hu = make_hole(n2, ground, u, symmetric=True)
print(f'N2: Delta-SCF binding energy, u hole {hu.scf:.2f} eV')

# Fractional localised holes: frozen energy linear, relaxation nearly quadratic
quarter, half = (make_hole(n2, ground, A, q) for q in (0.25, 0.5))
assert abs(half.frozen - hA.frozen / 2) < 1e-4
assert abs(half.R / hA.R - 0.25) < 0.05
for q, state in ((0.25, quarter), (0.5, half), (1.0, hA)):
    print(f'N2: hole charge {q:.2f} on A: R {state.R:.3f} eV, '
          f'R/q^2 {state.R / q**2:.2f} eV')

# Quadratic form from the linear response of the closed-shell ground state
assert abs(ground.dm[0] - ground.dm[1]).max() < 1e-4
nocc = n2.nelec[1]
Co, Cv = ground.c[1][:, :nocc], ground.c[1][:, nocc:]
nvir = Cv.shape[1]


def transform(*orbitals):
    shape = [c.shape[1] for c in orbitals]
    return ao2mo.general(n2.eri, orbitals, compact=False).reshape(shape)


ovov, oovv = transform(Co, Cv, Co, Cv), transform(Co, Co, Cv, Cv)
ooov = transform(Co, Co, Co, Cv)
levels = np.einsum('ip,ij,jp->p', ground.c[1], ground.f[1], ground.c[1])
size = nocc * nvir
gaps = np.diag((levels[None, nocc:] - levels[:nocc, None]).ravel())
coulomb = 2 * ovov.reshape(size, size)
exchange = (oovv.transpose(0, 2, 1, 3)
            + ovov.transpose(0, 3, 2, 1)).reshape(size, size)
same = gaps + coulomb - exchange
M = np.block([[same, coulomb], [coulomb, same]])


def drive(orbital):
    """Force on occupied-virtual rotations due to a unit hole in `orbital`."""
    x = Co.T @ n2.S @ orbital
    direct = np.einsum('j,k,jkia->ia', x, x, ooov).ravel()
    swap = np.einsum('j,k,jika->ia', x, x, ooov).ravel()
    return np.concatenate([direct, direct - swap])


def form(x, y):
    return x @ np.linalg.solve(M, y) * EV


wA, wB, wg = drive(A), drive(B), drive(g)
R_AA, R_AB, R_gg = form(wA, wA), form(wA, wB), form(wg, wg)
R_even = form((wA + wB) / 2, (wA + wB) / 2)
R_odd = form((wA - wB) / 2, (wA - wB) / 2)
step = 0.1
R_gg_scf = sum(make_hole(n2, ground, g, q, True).R
               for q in (step, -step)) / (2 * step**2)
R_AA_scf = 2 * quarter.R / 0.25**2 - half.R / 0.5**2
assert abs(R_gg / R_gg_scf - 1) < 0.02
assert abs(R_AA / R_AA_scf - 1) < 0.05   # linear extrapolation to zero charge
assert abs(R_gg / R_even - 1) < 0.05     # core-core cross term is minor
assert abs(R_AA - R_even - R_odd) < 1e-3  # even and odd responses do not mix
assert R_odd > R_even
print(f'N2 response: R_AA {R_AA:.2f} eV, R_AB {R_AB:.2f} eV')
print(f'N2 response: even part {R_even:.2f} eV, odd part {R_odd:.2f} eV')
print(f'N2 response: R for g hole {R_gg:.2f} eV')
print(f'N2 small-charge SCF: R/q^2 for g hole {R_gg_scf:.2f} eV')
print(f'N2 SCF extrapolated to q = 0: R/q^2 on A {R_AA_scf:.2f} eV')

# Valence charge drawn towards the hole, which sits on the atom at negative z
z = n2.mol.intor('int1e_r')[2]
bond_bohr = np.ptp(n2.mol.atom_coords()[:, 2])


def charge_shift(hole):
    change = (hole.state.dm - hole.frozen_dm).sum(axis=0)
    return -np.sum(z * change) / bond_bohr


assert charge_shift(hA) > 0.05 and abs(charge_shift(hg)) < 1e-4
print('N2: electron dipole shift towards hole on A, divided by bond length '
      f'{charge_shift(hA):.3f} e')

# Symmetry restored by combining the two localised determinants
occupied = [hA.state.c[0][:, :n2.nelec[0]],
            np.delete(hA.state.c[1][:, :n2.nelec[1]], hA.state.index, axis=1)]
mirrored = [n2.P @ c for c in occupied]
S12, H12 = coupling(n2.h, n2.eri, n2.S, occupied, mirrored)
H12 += n2.enuc * S12
E_g, E_u = (((hA.state.e + sign * H12) / (1 + sign * S12) - ground.e) * EV
            for sign in (1, -1))
assert abs((E_g + E_u) / 2 - hA.scf) < 0.3 and abs(E_g - E_u) < 0.5
assert hg.scf - E_g > 5 and hu.scf - E_u > 5
print(f'N2 two determinants: overlap {S12:.2e}')
print(f'N2 two determinants: g state {E_g:.3f} eV, u state {E_u:.3f} eV')
print(f'N2 two determinants: g minus u {E_g - E_u:.3f} eV')
print(f'N2: one symmetric determinant lies above g state by {hg.scf - E_g:.2f} eV')

compare('O2', build('O', 2, 1.21, 'cc-pvtz'), 1.21)

# Independent atoms: high-spin N2 at large separation
far_bond = 6.0
far = build('N', 6, far_bond, 'cc-pvdz')
far_ground = ground_state(far)
fg, fu, fA, fB = core_orbitals(far, far_ground)
far_g = make_hole(far, far_ground, fg, symmetric=True)
far_A, far_half = (make_hole(far, far_ground, fA, q) for q in (1.0, 0.5))
assert abs(far_g.R - 2 * far_half.R) < 0.1
assert abs(far_g.R / far_A.R - 0.5) < 0.06
print(f'Distant N atoms: separation {far_bond:.1f} Angstrom')
print(f'Distant N atoms: R, full hole on A {far_A.R:.2f} eV')
print(f'Distant N atoms: R, half hole on A {far_half.R:.3f} eV')
print(f'Distant N atoms: R, g hole {far_g.R:.3f} eV')
print(f'Distant N atoms: relaxation ratio g/A {far_g.R / far_A.R:.3f}')
print('all good')
```

Printed output:

```
N2: bond length 1.10 Angstrom, 70 basis functions
N2: ground-state energy -108.97995 hartree
N2: frozen binding energy, g hole 426.77 eV
N2: frozen binding energy, u hole 426.67 eV
N2: frozen binding energy, hole on A 426.72 eV
N2: Delta-SCF binding energy, g hole 419.27 eV
N2: Delta-SCF binding energy, hole on A 409.41 eV
N2: relaxation, g hole 7.50 eV
N2: relaxation, hole on A 17.31 eV
N2: relaxation ratio g/A 0.433
N2: delocalised minus localised 9.86 eV
N2: Delta-SCF binding energy, u hole 419.16 eV
N2: hole charge 0.25 on A: R 1.045 eV, R/q^2 16.72 eV
N2: hole charge 0.50 on A: R 4.258 eV, R/q^2 17.03 eV
N2: hole charge 1.00 on A: R 17.308 eV, R/q^2 17.31 eV
N2 response: R_AA 16.32 eV, R_AB -0.84 eV
N2 response: even part 7.74 eV, odd part 8.58 eV
N2 response: R for g hole 7.73 eV
N2 small-charge SCF: R/q^2 for g hole 7.73 eV
N2 SCF extrapolated to q = 0: R/q^2 on A 16.42 eV
N2: electron dipole shift towards hole on A, divided by bond length 0.579 e
N2 two determinants: overlap -1.35e-03
N2 two determinants: g state 409.433 eV, u state 409.392 eV
N2 two determinants: g minus u 0.041 eV
N2: one symmetric determinant lies above g state by 9.84 eV
O2: bond length 1.21 Angstrom, 70 basis functions
O2: ground-state energy -149.67025 hartree
O2: frozen binding energy, g hole 563.27 eV
O2: frozen binding energy, u hole 563.23 eV
O2: frozen binding energy, hole on A 563.25 eV
O2: Delta-SCF binding energy, g hole 554.06 eV
O2: Delta-SCF binding energy, hole on A 542.01 eV
O2: relaxation, g hole 9.21 eV
O2: relaxation, hole on A 21.24 eV
O2: relaxation ratio g/A 0.434
O2: delocalised minus localised 12.05 eV
Distant N atoms: separation 6.0 Angstrom
Distant N atoms: R, full hole on A 15.31 eV
Distant N atoms: R, half hole on A 3.868 eV
Distant N atoms: R, g hole 7.736 eV
Distant N atoms: relaxation ratio g/A 0.505
all good
```
